# Aliasing of compact nonlocal projectors sampled on the FFT grid, part 1

(Sections cited here and not found follow in the second part.)

**Question: is sampling a compactly supported nonlocal projector on the FFT grid exact?**

I am writing a small plane-wave code and want to apply the separable nonlocal pseudopotential $D\,|\beta\rangle\langle\beta|$ in real space, because the cost per atom then does not grow with the cell. My projector $\beta(r)$ is strictly zero beyond a radius $r_c$. My orbitals contain only plane waves with $|\mathbf G|\le G_c$, and my FFT grid is the full density grid, on which $|\psi|^2$ has no aliasing at all. So I compute

$$\langle\beta|\psi\rangle \approx h^3\sum_{|\mathbf r_j-\mathbf R|<r_c}\beta(\mathbf r_j-\mathbf R)\,\psi(\mathbf r_j),$$

with $h$ the grid spacing and $\mathbf R$ the atomic position. Nothing outside the sphere is lost, since $\beta$ is zero there, and the grid is fine enough for the density, so I expected this to agree with the reciprocal-space projection to rounding error. It does not. The energy of one isolated atom changes by a few meV when I slide it across a grid cell, and there is a net force on it. Is this a bug? If it is not, where does the argument fail, how large should the effect be, and can it be removed?

**Answer**

It is not a bug. Compact support makes it exact to drop the grid points outside the sphere. It does not make the sum over the remaining points equal to the integral. That would need $\beta$ to have no Fourier components beyond a certain wavenumber, and a function that vanishes outside a sphere cannot have that property. The numbers below come from the numerical check.

### Conventions and the exact projection

The algebra is in atomic units. The cell is a cube of side $L$ and volume $\Omega$, and

$$\psi(\mathbf r)=\Omega^{-1/2}\sum_{|\mathbf G|\le G_c}c_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},\qquad \tilde\beta(\mathbf q)=\int\beta(\mathbf s)\,e^{-i\mathbf q\cdot\mathbf s}\,d^3s .$$

The projector is real, spherical (s-type), integrable and zero for $s>r_c$, with $2r_c<L$. Then $\tilde\beta$ is real and depends only on $q=|\mathbf q|$. The grid points are $\mathbf r_j=h\,\mathbf j$ with integer vectors $\mathbf j$ and $h=L/N$. The vectors $\mathbf K=K_0\mathbf m$, with $K_0=2\pi/h$ and integer $\mathbf m$, satisfy $e^{i\mathbf K\cdot\mathbf r_j}=1$ at every grid point. I assume $K_0>2G_c$, so that two different $\mathbf G$ in the sphere never differ by a $\mathbf K$ and the orbital is represented faithfully.

Substituting $\mathbf s=\mathbf r-\mathbf R$ in the exact projection gives

$$P=\int\beta(\mathbf r-\mathbf R)\,\psi(\mathbf r)\,d^3r=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf R}\,\tilde\beta(G)=\sum_{\mathbf G}b_{\mathbf G}^*\,c_{\mathbf G},$$

with $b_{\mathbf G}=\Omega^{-1/2}\tilde\beta(G)\,e^{-i\mathbf G\cdot\mathbf R}$. Only the values of $\tilde\beta$ at $q\le G_c$ enter.

At fixed $\psi$ this $P$ depends on $\mathbf R$, as it should, because the projector then looks at a different part of the orbital. The meaningful comparison moves atom and orbital together, $\psi(\mathbf r)=\varphi(\mathbf r-\mathbf R)$, where $\varphi$ is a fixed atom-centred orbital with coefficients $c_{\mathbf G}$. The coefficients of $\psi$ are $c_{\mathbf G}e^{-i\mathbf G\cdot\mathbf R}$, the phases cancel, and $P=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\tilde\beta(G)$ is the same for every $\mathbf R$. Any remaining dependence on $\mathbf R$ is an artefact of the grid.

### What the grid sum computes

Write $f(\mathbf s)=\beta(\mathbf s)\varphi(\mathbf s)$. Since $\varphi$ is periodic, summing over one cell with the periodic images of $\beta$ is the same as summing one $\beta$ over the infinite grid:

$$P_h(\mathbf R)=h^3\sum_{\mathbf j}f(\mathbf r_j-\mathbf R).$$

Terms with $|\mathbf r_j-\mathbf R|>r_c$ are zero, which is the correct part of your argument. Shifting $\mathbf R$ by $h$ along an axis only relabels $\mathbf j$, so $P_h$ is periodic in $\mathbf R$ with period $h$ and has a Fourier series $\sum_{\mathbf K}a_{\mathbf K}e^{i\mathbf K\cdot\mathbf R}$. Its coefficients are integrals over one voxel $v$ of volume $h^3$:

$$a_{\mathbf K}=\frac1{h^3}\int_v P_h(\mathbf R)\,e^{-i\mathbf K\cdot\mathbf R}\,d^3R=\sum_{\mathbf j}\int_v f(\mathbf r_j-\mathbf R)\,e^{-i\mathbf K\cdot\mathbf R}\,d^3R .$$

In each term put $\mathbf s=\mathbf r_j-\mathbf R$. Then $e^{-i\mathbf K\cdot\mathbf R}=e^{i\mathbf K\cdot\mathbf s}e^{-i\mathbf K\cdot\mathbf r_j}=e^{i\mathbf K\cdot\mathbf s}$, and the shifted voxels tile all of space once. Inserting the expansion of $\varphi$,

$$a_{\mathbf K}=\int f(\mathbf s)\,e^{i\mathbf K\cdot\mathbf s}\,d^3s=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\,\tilde\beta(|\mathbf G+\mathbf K|).$$

The $\mathbf K=0$ coefficient is the exact $P$, so

$$P_h(\mathbf R)=P+\delta P(\mathbf R),\qquad \delta P(\mathbf R)=\sum_{\mathbf K\ne0}a_{\mathbf K}\,e^{i\mathbf K\cdot\mathbf R}.$$

The formula for $a_{\mathbf K}$ holds for any integrable $\beta$. The series converges to $P_h$ at every $\mathbf R$ when $\beta$ is continuous and $\sum|a_{\mathbf K}|$ is finite. The number of $\mathbf K$ in a shell grows as $K^2dK$, so a bound $|\tilde\beta|\le Cq^{-p}$ with $p>3$ is sufficient. For a projector with angular momentum the same steps hold with $\tilde\beta(-\mathbf G-\mathbf K)$ in place of $\tilde\beta(|\mathbf G+\mathbf K|)$.

The grid cannot tell $e^{i\mathbf G\cdot\mathbf r}$ from $e^{i(\mathbf G+\mathbf K)\cdot\mathbf r}$, so the projector's weight at $\mathbf G+\mathbf K$ is counted as if it sat at $\mathbf G$, with a phase $e^{i\mathbf K\cdot\mathbf R}$ that records where the atom is within a voxel. Two properties of Fourier series follow at once. The average of $\delta P$ over a voxel is zero, and its mean square is $\sum_{\mathbf K\neq0}|a_{\mathbf K}|^2$.

The triangle inequality gives $|\mathbf G+\mathbf K|\ge K_0-G_c\equiv\gamma$ for $\mathbf K\ne0$. If $\tilde\beta(q)=0$ for all $q\ge\gamma$, every alias coefficient vanishes and the grid sum is exact for every orbital and every $\mathbf R$. The range $G_c<q<\gamma$ enters neither $P$ nor $\delta P$.

The density-grid argument fails here. The product $\psi^*\psi$ has components only up to $2G_c$, and for $K_0>4G_c$ no two of them differ by a $\mathbf K$, so the density is unaliased. In $\beta\psi$ only one factor is band-limited. A finer grid raises $\gamma$, but the sum is exact only if the spectrum of $\beta$ ends.

### Why the spectrum of a compact projector cannot end

Take $\mathbf q=q\hat{\mathbf u}$ along a fixed direction and differentiate the definition $k$ times. Each derivative brings down $-i\,\hat{\mathbf u}\cdot\mathbf s$, and $|\hat{\mathbf u}\cdot\mathbf s|\le r_c$ wherever $\beta\ne0$, so

$$\left|\frac{d^k\tilde\beta}{dq^k}\right|\le r_c^{\,k}\,\|\beta\|_1,\qquad \|\beta\|_1=\int|\beta|\,d^3s .$$

The remainder of the Taylor expansion about any $q_0$ after $k$ terms is then at most $\|\beta\|_1(r_c|q-q_0|)^k/k!$, which tends to zero for every $q$. The Taylor series about any point therefore represents $\tilde\beta$ on the whole line. If $\tilde\beta$ vanished on an interval, all its derivatives would vanish at an interior point $q_0$, the series would be zero, $\tilde\beta$ would be zero everywhere, and Fourier inversion would give $\beta=0$. A nonzero projector that vanishes beyond $r_c$ has a transform that may pass through zero at isolated $q$ but is not zero on any interval.

One qualification belongs here. In a single cell at the $\Gamma$ point the aliases probe only the discrete values $|\mathbf G+\mathbf K|$. For Bloch orbitals $\mathbf G$ becomes $\mathbf k+\mathbf G$, which fills the cutoff sphere as $\mathbf k$ varies, so $|\mathbf k+\mathbf G+\mathbf K|$ covers the interval from $\gamma$ to $K_0+G_c$. Exactness for all $\mathbf k$, orbitals and $\mathbf R$ requires $\tilde\beta=0$ on that interval, which has just been excluded.

### A model projector and its transform

Take $\beta=A(1-r^2/r_c^2)^n$ for $r<r_c$, which vanishes at $r_c$ together with its first $n-1$ derivatives. The angular average of $e^{-i\mathbf q\cdot\mathbf s}$ is $\sin(qs)/(qs)=j_0(qs)$. With $t=s/r_c$ and $x=qr_c$,

$$\tilde\beta=4\pi A r_c^3\,I(n,0),\qquad I(n,l)=\int_0^1(1-t^2)^n\,t^{\,l+2}\,j_l(xt)\,dt .$$

The spherical Bessel functions are $j_l(z)=\sum_k(-1)^kz^{2k+l}/[2^kk!\,(2l+2k+1)!!]$. In $z^{l+2}j_{l+1}$ the power is $z^{2k+2l+3}$ and the double factorial is $(2l+2k+3)!!$. Differentiation cancels its top factor and leaves $\frac{d}{dz}[z^{l+2}j_{l+1}]=z^{l+2}j_l$, or $t^{l+2}j_l(xt)=x^{-1}\frac{d}{dt}[t^{l+2}j_{l+1}(xt)]$. Integrate by parts. For $n\ge1$ the boundary term vanishes at both ends, and $-\frac{d}{dt}(1-t^2)^n=2nt(1-t^2)^{n-1}$, so $I(n,l)=(2n/x)\,I(n-1,l+1)$. For $n=0$ the integrand is a total derivative and $I(0,l)=j_{l+1}(x)/x$. After $n$ steps,

$$\tilde\beta(q)=4\pi A r_c^3\,2^n n!\,\frac{j_{n+1}(x)}{x^{\,n+1}} .$$

The program tests this for $n=1,2,3$ against radial quadrature to $10^{-11}$ in absolute value, and at $q=K_0$ against the Taylor series about $q=0$ built from the moments of $\beta$.

### The size of the alias coefficients

For large $K$ the integral $a_{\mathbf K}=\int\beta\varphi\,e^{i\mathbf K\cdot\mathbf s}d^3s$ is fixed by the edge of the sphere. Let $\varphi$ be real and even, take $z$ along $\mathbf K$, and integrate first over the disc of radius $\rho_0=(r_c^2-z^2)^{1/2}$ at height $z$. On the disc $\beta=A(\rho_0^2-\rho^2)^n/r_c^{2n}$. With $\rho=\rho_0t$,

$$a_{\mathbf K}=\int_{-r_c}^{r_c}S(z)\,e^{iKz}dz,\qquad S(z)=\frac{A\,(r_c^2-z^2)^{n+1}}{r_c^{2n}}\int_0^1\!dt\,t\,(1-t^2)^n\!\int_0^{2\pi}\!d\alpha\,\varphi .$$

The angular integral of the smooth $\varphi$ around a circle of radius $\rho_0t$ is a smooth function of $\rho_0^2t^2$ and $z$, so $S$ is smooth on the closed interval, and it is even. At $z\to r_c$ the disc shrinks to the point $r_c\hat{\mathbf K}$, and the double integral tends to $2\pi\varphi_c/(2n+2)$ with $\varphi_c=\varphi(r_c\hat{\mathbf K})$. Since $r_c^2-z^2\to2r_c(r_c-z)$, the derivatives $S,\dots,S^{(n)}$ vanish at $r_c$ and

$$S^{(n+1)}(r_c)=\frac{\pi A\varphi_c}{(n+1)\,r_c^{2n}}\,(-2r_c)^{n+1}(n+1)!=\pi A\varphi_c\,n!\,(-2)^{n+1}r_c^{\,1-n}.$$

Repeated integration by parts gives boundary terms $(-1)^k[S^{(k)}e^{iKz}]/(iK)^{k+1}$. The first nonzero one has $k=n+1$. With $x=Kr_c$ and $i^{-(n+2)}=e^{-i(n+2)\pi/2}$, its value at $z=r_c$ is $\pi A\varphi_c\,n!\,2^{n+1}r_c^{1-n}K^{-(n+2)}e^{i[x-(n+2)\pi/2]}$. At $z=-r_c$, evenness gives $S^{(n+1)}(-r_c)=(-1)^{n+1}S^{(n+1)}(r_c)$, and the term is $-S^{(n+1)}(r_c)e^{-ix}/(iK)^{n+2}$, which is the complex conjugate of the first because $(-i)^{n+2}=(-1)^{n+2}i^{n+2}$. The two add to twice the real part, and $\cos[x-(n+2)\pi/2]=\sin[x-(n+1)\pi/2]$. To leading order in $1/x$,

$$a_{\mathbf K}\simeq 4\pi A r_c^3\,2^n n!\,\varphi_c\,\frac{\sin[Kr_c-(n+1)\pi/2]}{(Kr_c)^{n+2}} .$$

The next boundary term is smaller by one power of $K$ and carries the cosine of the same argument, so it vanishes where the sine is $\pm1$ and dominates where the sine is zero. The expansion needs $K$ large compared with $1/r_c$ and with the logarithmic derivatives of $\varphi$ at the edge. The program tests it for $n=2,3$ at a peak of the sine near $x=300$, to 1% of the asymptotic value.

Setting $\varphi=1$ gives the decay $\tilde\beta\sim q^{-(n+2)}$ of the transform itself. The logarithmic slopes between two peaks, from quadrature, are $-3.000$, $-3.999$ and $-4.997$ for $n=1,2,3$. Absolute convergence of the alias series is therefore assured for $n\ge2$ and not for $n=1$. At fixed $r_c$ the envelope of each $a_{\mathbf K}$ scales as $h^{n+2}$, but the sine depends on $r_c/h$, so convergence with the grid need not be monotonic. The leading term is proportional to the orbital at the edge, $\varphi_c$. The later boundary terms also contain derivatives of $\varphi$ there, so a node at $r_c$ removes the leading term but not the whole error. An orbital that is negligible at $r_c$, together with its low derivatives, does not feel the edge.

The edge is one source of spectral weight above $\gamma$ and narrowness is another. A Gaussian $e^{-r^2/2w^2}$ has no edge, and its transform is $(2\pi)^{3/2}w^3e^{-q^2w^2/2}$. With $w=0.1$ Å on the grid and orbital of the example below, $P=1.748\times10^{-2}$ Å$^{3/2}$ and the largest $|\delta P|$ at four positions is $1.86\times10^{-5}$ Å$^{3/2}$, about $10^{-3}$ of $P$. Here the alias series converges fast, and the program tests it against the direct grid sum to $10^{-12}$ Å$^{3/2}$. For a Gaussian the error falls faster than any power of $h$. For a projector with finite $n$ it falls as a power.

The grid sum differs from the exact projection by aliases of the projector, and compact support rules out their vanishing for all Bloch vectors, orbitals and atomic positions. What remains is to find the resulting energy ripple and force, evaluate them for a model atom, and see how the ripple can be removed.
